Two metallic filaments pierce oxide layers between metal electrodes held at 300 K. One is 5 nm long and 2 nm in radius, and its resistance is about 398 Ω. The other is 100 nm long and 50 nm in radius, with about 12.7 Ω. Ballistic contact resistance and spreading resistance in the electrodes add about 124 Ω and 1.2 Ω, respectively, so at 0.30 V the estimated currents are 0.57 mA and 21.6 mA. Yet the ideal maximum electron temperature is the same in both, 1005.5 K.

The reason is that the same electrons bring in the heat and carry it away. A larger conductivity raises the Joule heating and the thermal conductance in the same proportion. This can be shown by assuming a local electron temperature, or without assuming that one exists.

## The conductor and its boundary conditions

The conductor has any shape and two contacts, both at temperature \(T_0\). Let \(\mu\) be the electrochemical potential of the electrons, whose charge is \(-e\), and define the voltage variable \(\phi=-\mu/e\). The contacts have \(\phi=0\) and \(\phi=V>0\). All other surfaces pass neither charge nor heat, and the state is steady.

The electrons are degenerate and diffusive. Their scalar conductivity \(\sigma\) may vary with place and, in the first derivation, with temperature. It is flat in energy over the range in which the occupation varies. Thermoelectric effects then vanish; their size is estimated later.

## First derivation: Joule heat and a local temperature

**The Lorenz number.** If scattering is elastic, electrons at total energy \(E\) diffuse down the gradient of their occupation \(f\). The particle flux per unit energy is

\[
\mathbf j_E=-\frac{\sigma}{e^2}\nabla f .
\]

In local equilibrium \(f=1/(e^x+1)\), with \(x=(E-\mu)/(kT)\). At fixed \(E\),

\[
\nabla f=\left(-\frac{\partial f}{\partial E}\right)
\left(\nabla\mu+\frac{E-\mu}{T}\nabla T\right).
\]

Integration over energy removes the second term, which is odd in \(E-\mu\). Multiplying the particle flux by \(-e\) gives the electric current

\[
\mathbf J=\frac{\sigma}{e}\nabla\mu=-\sigma\nabla\phi .
\]

For the heat flux, \(\mathbf j_E\) is weighted by \(E-\mu\). Now the first term is odd, and the second gives

\[
\mathbf q=-\frac{\sigma k^2T}{e^2}
\left[\int_{-\infty}^{\infty}\frac{x^2e^x}{(1+e^x)^2}\,dx\right]\nabla T .
\]

The integrand is even. For \(x>0\), \(e^{-x}/(1+e^{-x})^2=\sum_{n\ge1}(-1)^{n+1}n e^{-nx}\), and \(\int_0^\infty x^2ne^{-nx}dx=2/n^2\). The integral is therefore \(4\sum(-1)^{n+1}/n^2=4\pi^2/12=\pi^2/3\). This is the Wiedemann–Franz law:

\[
\mathbf q=-\kappa\nabla T,\qquad \kappa=L\sigma T,\qquad
L=\frac{\pi^2}{3}\left(\frac{k}{e}\right)^2 .
\]

**The heat equation.** Charge conservation is \(\nabla\cdot(\sigma\nabla\phi)=0\). The total energy flux is \(\phi\mathbf J+\mathbf q\), because each electron carries \(\mu=-e\phi\) besides its heat. Setting its divergence to zero and using \(\nabla\cdot\mathbf J=0\) gives

\[
\nabla\cdot(\kappa\nabla T)+\sigma|\nabla\phi|^2=0 .
\]

Both terms can be written with the same operator. First, \(\kappa\nabla T=L\sigma T\nabla T=\sigma\nabla(LT^2/2)\). Second,

\[
\nabla\cdot\left(\sigma\nabla\frac{\phi^2}{2}\right)
=\nabla\cdot(\phi\,\sigma\nabla\phi)
=\sigma|\nabla\phi|^2+\phi\,\nabla\cdot(\sigma\nabla\phi)
=\sigma|\nabla\phi|^2 .
\]

Hence

\[
\nabla\cdot(\sigma\nabla\chi)=0,\qquad
\chi=\frac{LT^2+\phi^2}{2}.
\]

**Uniqueness.** On the contacts, \(\chi\) equals \(LT_0^2/2\) and \(LT_0^2/2+V^2/2\). Its normal derivative vanishes on the sides. The function \(LT_0^2/2+V\phi/2\) obeys the same equation and the same boundary conditions. Let \(\delta\) be the difference between the two. Multiplying its equation by \(\delta\) and integrating by parts gives \(\int\sigma|\nabla\delta|^2d^3r=0\), since the boundary term vanishes. Thus \(\delta\) is constant, and its value on the contacts is zero. A temperature-dependent \(\sigma\) does no harm: evaluated on the actual solution, it is simply a positive function of position.

Equating the two functions and solving for \(T^2\) yields

\[
T^2=T_0^2+\frac{\phi(V-\phi)}{L}.
\]

The product \(\phi(V-\phi)=V^2/4-(\phi-V/2)^2\) is largest at \(\phi=V/2\), a value that must occur because \(\phi\) varies continuously between the contacts. Therefore

\[
\boxed{T_{\max}^2=T_0^2+\frac{V^2}{4L}}
\]

The shape determines where the surface \(\phi=V/2\) lies, but not its temperature.

**Numbers and limits.** With \(L=2.443\times10^{-8}\ \mathrm{V^2/K^2}\),

\[
T_{\max}=\sqrt{300^2+\frac{0.30^2}{4(2.443\times10^{-8})}}\ \mathrm K
=\sqrt{9.00\times10^4+9.21\times10^5}\ \mathrm K\approx1005.5\ \mathrm K .
\]

For \(V\gg2\sqrt L\,T_0\), which is about 0.094 V here, \(T_{\max}\approx V/(2\sqrt L)\), or 3199 K per volt. For \(V\ll2\sqrt L\,T_0\), expanding the square root gives \(T_{\max}-T_0\approx V^2/(8LT_0)\).

The original coupled equations were also solved numerically in two dimensions, with \(\sigma\) proportional to \([1+(T-T_0)/(1000\ \mathrm K)]^{-1}\). A straight bar, an off-centre hourglass and a bent channel with position-dependent conductivity gave maxima of 1005.8, 1005.4 and 1006.4 K. All lie within 0.1% of the formula.

## Second derivation: elastic electrons without a local temperature

Now suppose that electrons cross the filament without exchanging energy with each other or with the lattice. Each energy is then conserved separately:

\[
\nabla\cdot(\sigma\nabla f)=0\quad\text{at every }E .
\]

Let \(F(E)=1/(e^{E/kT_0}+1)\). The contact at \(\phi=0\) supplies \(F(E)\). The contact at \(\phi=V\) has \(\mu=-eV\) and supplies \(F(E+eV)\). Let \(w(\mathbf r)\) solve \(\nabla\cdot(\sigma\nabla w)=0\) with insulated sides, \(w=0\) on the first contact and \(w=1\) on the second. By the uniqueness argument above,

\[
f=(1-w)F(E)+wF(E+eV).
\]

This is a distribution with two steps, not a Fermi function. To assign it an effective temperature, we compare its energy with that of a Fermi function holding the same number of electrons.

**The local potential.** Let \(\theta\) be the unit step function. For a constant density of states, local neutrality fixes \(\mu\) through \(\int[f-\theta(\mu-E)]dE=0\). A Fermi function centred at \(a\) satisfies \(\int[F(E-a)-\theta(-E)]dE=a\). The mixture therefore has \(\mu=-weV\), and hence \(\phi=wV\).

**The energy content.** Measure energy from the local potential, \(\varepsilon=E-\mu\). For a Fermi function centred at \(\varepsilon=a\) we need

\[
I(a)=\int\varepsilon\,[F(\varepsilon-a)-\theta(-\varepsilon)]\,d\varepsilon .
\]

Add and subtract \(\theta(a-\varepsilon)\). In the first part put \(\eta=\varepsilon-a\). The bracket \(F(\eta)-\theta(-\eta)\) is odd, so the term proportional to \(a\) vanishes, leaving

\[
2\int_0^\infty\frac{\eta\,d\eta}{e^{\eta/kT_0}+1}=\frac{\pi^2}{6}(kT_0)^2 .
\]

The second part, \(\int\varepsilon[\theta(a-\varepsilon)-\theta(-\varepsilon)]d\varepsilon\), equals \(a^2/2\) for either sign of \(a\). Thus \(I(a)=\pi^2(kT_0)^2/6+a^2/2\).

Relative to the local potential, the two steps lie at \(weV\) and \(-(1-w)eV\), with weights \(1-w\) and \(w\). The weighted mean of \(a^2\) is

\[
[(1-w)w^2+w(1-w)^2](eV)^2=w(1-w)(eV)^2 .
\]

Define \(T_{\rm eff}\) by setting the energy content equal to \(\pi^2(kT_{\rm eff})^2/6\):

\[
\frac{\pi^2}{6}(kT_{\rm eff})^2=\frac{\pi^2}{6}(kT_0)^2+\frac{w(1-w)}{2}(eV)^2 .
\]

Multiplying by \(6/(\pi^2k^2)\) and using \(3e^2/(\pi^2k^2)=1/L\) gives

\[
T_{\rm eff}^2=T_0^2+\frac{w(1-w)V^2}{L}
=T_0^2+\frac{\phi(V-\phi)}{L},
\]

the same local law. Direct integration of the two-step distribution at \(w=1/2\) gives 1005.5 K.

## What the two derivations share

Electron–electron collisions redistribute energy but conserve its total, and they conserve the number of electrons. Consider the energy moment

\[
M=\int E\,[f-\theta(-E)]\,dE .
\]

Because \(\sigma\) is flat in energy, multiplying the diffusion equation by \(E\) and integrating gives \(\nabla\cdot(\sigma\nabla M)=0\), whether these collisions are absent, rare or frequent, provided that elastic scattering still limits the diffusion. The number moment similarly gives \(\nabla\cdot(\sigma\nabla\mu)=0\).

To evaluate \(M\), add and subtract \(\theta(\mu-E)\). The first part is the energy content about \(\mu\), and the second is \(\mu^2/2\). Hence

\[
M=\frac{\pi^2k^2T^2}{6}+\frac{\mu^2}{2}
=\frac{e^2}{2}(LT^2+\phi^2)=e^2\chi .
\]

The combination \(\chi\) of the first derivation is thus the electron energy moment divided by \(e^2\). The result also covers the intermediate regime, with \(T\) defined by energy content.

What differs is the meaning of that temperature. In the first derivation it describes the whole distribution. In the second, the high-energy tail still falls as \(e^{-E/kT_0}\) above the upper step, so the rate of a process that depends on the tail cannot be found by inserting \(T_{\rm eff}\) into a Fermi function.

The relevant comparison is between the diffusion time and the electron–electron collision time. A free-electron estimate with \(5\times10^{22}\ \mathrm{cm^{-3}}\) electrons gives about 6 fs for diffusion through the short filament and 2500 fs for the long one. The collision time at 1005.5 K is very roughly 400 fs. The second derivation therefore suits the short filament, and the first is the better description of the long one.

The short filament is also only marginally diffusive. Its length is about five times the estimated mean free path of 0.94 nm, and the ballistic contact resistance, 99 Ω, is a quarter of the filament resistance. The energy calculation, however, needs only a mixture of the two contact distributions with an energy-independent weight \(w\). Elastic linear transport, with scattering and velocity that hardly vary over the relevant energies, supplies such a mixture, for the angle-averaged occupation, even when diffusion is a poor approximation. Since \(w(1-w)\le1/4\), the same maximum remains an upper limit, reached where \(w=1/2\).

## Heat lost by the electrons

Both derivations keep the energy within the electron system until it reaches the contacts. Suppose instead that a power density \(P\ge0\) passes to the lattice. The heat equation becomes

\[
\nabla\cdot(\kappa\nabla T)+\sigma|\nabla\phi|^2=P .
\]

Let \(h=\chi-LT_0^2/2-V\phi/2\), which vanishes on the contacts. The earlier steps now give \(\nabla\cdot(\sigma\nabla h)=P\). Multiply by \(h_+=\max(h,0)\) and integrate by parts:

\[
\int h_+P\,d^3r=-\int\sigma|\nabla h_+|^2d^3r .
\]

The left side cannot be negative and the right side cannot be positive, so both vanish and \(h_+=0\). Hence \(T^2\le T_0^2+\phi(V-\phi)/L\): the formula becomes an upper bound. Under these conditions an electron temperature of 1700 K, roughly the melting region of silicon, requires at least 0.523 V.

Heat conduction by the lattice acts differently. If electrons and lattice share one temperature, the total conductivity is \(\kappa=L\sigma T+\kappa_l\). In a uniform material \(\kappa/\sigma\) depends on temperature alone. Writing \(\kappa\nabla T=\sigma\nabla H\), with \(H(T)=\int_{T_0}^{T}(\kappa/\sigma)\,dT'\), and repeating the uniqueness argument gives

\[
H(T)=\frac{\phi(V-\phi)}{2},\qquad H(T_{\max})=\frac{V^2}{8}.
\]

The maximum is lower but still independent of shape. With \(\kappa_l=5\ \mathrm{W/(m\,K)}\), the straight bar and the hourglass indeed reach 850.7 and 850.4 K. The bent channel reaches only 691 K, mainly because its average conductivity is about 0.4 of that in the other two shapes, so the lattice carries a larger share of the heat. With a uniform conductivity lower by a factor \(e\approx2.72\), \(H(T_{\max})=V^2/8\) already gives 696 K, and with a uniform conductivity of 0.4 of the reference value about 711 K. The value 691 K itself moves by 1 to 5 K with the way the curved outline is represented. In the bent channel \(\kappa_l/\sigma\) also varies with position, so no single function \(H(T)\) exists, but here this matters much less. Independence of the material's internal variation requires \(\kappa/\sigma\) to be the same function of temperature everywhere, which the Wiedemann–Franz law ensures; independence of shape in a uniform material does not need that law.

## Electrons and lattice in the two filaments

To size the losses, let electrons and lattice have separate temperatures \(T_e\) and \(T_l\), coupled by \(G\). Along a uniform filament,

\[
\frac{d}{dz}\left(L\sigma T_e\frac{dT_e}{dz}\right)
+\sigma\left(\frac{V}{\ell}\right)^2=G(T_e-T_l),
\]

\[
\kappa_l\frac{d^2T_l}{dz^2}+G(T_e-T_l)=B(T_l-T_0),
\]

where \(\ell\) is the filament length and \(B\) describes loss to the oxide. For the lowest axial mode, with \(q=\pi/\ell\), the decaying temperature excess in the oxide is proportional to \(\sin(qz)K_0(qr)\), where \(K_0\) and \(K_1\) are modified Bessel functions. Since \(K_0'=-K_1\), the flux leaving a filament of radius \(a\) is \(\kappa_{\rm ox}qK_1(qa)/K_0(qa)\) per kelvin. Multiplying by the surface-to-volume ratio \(2/a\) gives

\[
B=\frac{2\kappa_{\rm ox}q}{a}\frac{K_1(qa)}{K_0(qa)} .
\]

Using this mode for the whole profile is an approximation. The equations also take both temperatures as uniform over the cross-section. The rough parameters are \(\sigma^{-1}=100\ \mu\Omega\,\mathrm{cm}\), \(G=3\times10^{17}\ \mathrm{W/(m^3K)}\), \(\kappa_l=5\) and \(\kappa_{\rm ox}=1.4\ \mathrm{W/(m\,K)}\). Both filament ends are held at 300 K, and the full 0.30 V is taken to drop along the filament; the contact and spreading resistances included in the current estimates are left out here. Cold ends are an idealization: if the voltage lost in spreading is counted but the ballistic contact resistance is still left out, the local law without losses puts the electrons at the ends of the short and long filaments near 440 and 470 K. With the ballistic resistance also counted, half at each end, these become about 690 and 490 K, and only 0.23 V drops along the short filament. Thermal resistance at the interface between filament and oxide is also neglected; it would reduce the loss to the oxide and raise the calculated temperatures.

In the short filament the electrons reach about 984 K but the lattice only 364 K. Here \(T_e\) is the energy-content temperature of a two-step distribution, for which the coupling \(G(T_e-T_l)\) is only approximate; computing the phonon exchange from the two-step distribution lowers the lattice maximum by 1 to 2 K. The lattice equation explains the gap. For the lowest mode it gives

\[
\frac{T_l-T_0}{T_e-T_0}=\frac{G}{G+\kappa_lq^2+B}.
\]

Here \(G/q^2\approx0.76\ \mathrm{W/(m\,K)}\). With lattice conduction alone, this one-mode estimate gives \(0.76/(0.76+5)\approx0.13\), and oxide loss lowers it further. The full calculation gives \(64/684\approx0.09\). In the long filament \(G/q^2\approx304\ \mathrm{W/(m\,K)}\), and the lattice follows closely: the maxima are 832 K for the electrons and 823 K for the lattice. These values are for radially uniform filaments. Resolving the radial profile raises the maxima on the axis to about 846 and 840 K in the long filament and the lattice maximum to about 372 K in the short one, whose electron maximum hardly changes.

The ideal formula thus overstates the electron temperature by about 2% in the short filament and 21% in the long one (19% on the axis when the radial profile is resolved), relative to the two-temperature results. Without oxide loss the long filament's electrons would reach 881 K, so lattice conduction accounts for the larger part of its reduction. The results for the short filament depend on the roughly known coupling: raising \(G\) tenfold, with all else fixed, changes its electron and lattice maxima to 898 and 610 K (about 901 and 642 K on the axis when the radial profile is resolved).

Thermoelectric corrections are much smaller. With a Seebeck coefficient \(S\), \(\mathbf J=-\sigma(\nabla\phi+S\nabla T)\), and the energy flux gains \(ST\mathbf J\). Its divergence then gives

\[
\nabla\cdot(\kappa\nabla T)+\frac{J^2}{\sigma}-T\,\mathbf J\cdot\nabla S=0 .
\]

A constant \(S\) has no effect: \(\phi+ST\) replaces \(\phi\), and its contact difference is still \(V\). For \(S\) proportional to \(T\), with the free-electron magnitude of 5 μV/K at the maximum, the calculated shift is −0.02 K. The energy dependence of \(\sigma\) in the same estimate changes the Lorenz number by −0.1%, which raises the maximum by about 0.25 K, so the net shift is about +0.2 K.

## Application to broken-down oxides

The example represents a metal–SiO₂–metal capacitor after hard breakdown, at a low applied voltage. The resistivity is a rough value for a disordered metal. The implied current densities, about \(5\times10^9\) and \(3\times10^8\ \mathrm{A/cm^2}\), are far above the rough \(10^6\ \mathrm{A/cm^2}\) scale of interconnect service, so a filament of fixed shape is an idealization: atoms may migrate, and the model does not say how long the filament survives. Nor does the example describe the breakdown event itself. At a rough breakdown field of 10 MV/cm, a 5 nm oxide carries 5 V, for which the formula would give about 16,000 K, far outside the model of a stable metal.

The voltage must be measured between surfaces that are really at \(T_0\). Metal electrodes may be included in the conductor as far as they obey the Wiedemann–Franz law. In silicon electrodes the lattice carries most of the heat, and part of the applied voltage drops outside the filament, so the full gate voltage cannot be inserted. For lattice damage, the electron temperature alone is not enough: at the same 0.30 V and the same ideal maximum, the two example lattices differ by 460 to 470 K. The remaining values are listed in the numerical output.

## Table of computed values

```
Lorenz number: 2.4430e-08 V^2/K^2
High-voltage slope 1/(2 sqrt(L)): 3199.0 K/V
Contact temperature: 300 K; voltage: 0.30 V
Ideal maximum temperature: 1005.5 K
Voltage for 1700 K: 0.523 V
Numerical maximum, straight bar: 1005.8 K
  with lattice conduction: 850.7 K
Numerical maximum, off-centre hourglass: 1005.4 K
  with lattice conduction: 850.4 K
Numerical maximum, bent, inhomogeneous: 1006.4 K
  with lattice conduction: 691.2 K
Two-step distribution, midpoint: 1005.5 K
Filament resistivity: 100 uOhm cm
Electrode resistivity: 10 uOhm cm
Lattice conductivity: 5.0 W/(m K)
Oxide conductivity: 1.4 W/(m K)
Electron-phonon coupling: 3.0e+17 W/(m^3 K)
thin: length 5 nm, radius 2 nm
  filament resistance: 397.89 Ohm
  electrode spreading resistance: 25.00 Ohm
  ballistic contact resistance: 99.36 Ohm
  estimated current: 0.574 mA
  electron diffusion time: 6.15 fs
  electron maximum with losses: 984.3 K
  lattice maximum with losses: 363.8 K
thick: length 100 nm, radius 50 nm
  filament resistance: 12.73 Ohm
  electrode spreading resistance: 1.00 Ohm
  ballistic contact resistance: 0.16 Ohm
  estimated current: 21.596 mA
  electron diffusion time: 2460.11 fs
  electron maximum with losses: 832.2 K
  lattice maximum with losses: 823.1 K
thin, tenfold coupling, electrons: 897.8 K
thin, tenfold coupling, lattice: 609.6 K
thick, no oxide loss, electrons: 880.7 K
thick, no oxide loss, lattice: 875.0 K
Electron density: 5.0e+22 cm^-3
Fermi energy: 4.95 eV
Mean free path: 0.94 nm
Electron-electron time, rough: 434 fs
Lorenz number correction: -0.101 %
Seebeck magnitude at maximum: 4.96 uV/K
Thomson shift of maximum: -0.0234 K
```
